# Exact Kinetic Monte Carlo for Vacancy Hopping Under a Square-Wave Field

Vacancies that hop in a square-wave field can be simulated without time-step error. Draw a number $E$ from the exponential distribution of mean one and treat it as a budget. While a configuration waits, spend the budget at its current total hop rate $R$. If the field reverses first, keep the unspent part and spend it at the new rate. When the budget is exhausted, choose a hop with the rates valid at that moment, then draw a new budget. Drawing a fresh budget at every reversal is equally correct. Keeping the old waiting time and the old hop across a reversal is wrong whenever the reversal changes the rates.

## One vacancy on two sites

Let a vacancy of charge $+2e$ sit on the upper of two sites. Positive field points up. The hop rate along the field is $a=7264.4\ \mathrm{s^{-1}}$, and against it $b=95.43\ \mathrm{s^{-1}}$. The field is positive for $h=0.5$ ms, then negative for $h$, and so on.

Suppose the drawn budget is $E=0.5$. The positive half period uses

$$bh=95.43\times0.0005=0.0477 .$$

The remainder is $0.4523$. After the reversal the vacancy leaves at rate $a$, so it waits a further $0.4523/7264.4=62\ \mu$s and hops down at 0.562 ms.

A rule that freezes the first waiting time schedules the hop at $0.5/95.43=5.24$ ms. The vacancy then sits through five negative half periods in which it should have had a large chance of leaving. For a random budget, the true probability of surviving one full cycle is $e^{-(a+b)h}=e^{-3.680}=0.025$. The frozen rule gives $e^{-2bh}=e^{-0.0954}=0.909$.

The occupation also follows by hand. Let $x$ be the probability of the upper site. In positive field,

$$\frac{dx}{dt}=a(1-x)-bx .$$

Its stationary value is $u=a/(a+b)=0.987$, and

$$x(t)=u+[x(0)-u]e^{-(a+b)t}.$$

In the periodic state let $x_+$ be the value at the end of a positive half period. Reversing the field exchanges the two sites, so the upper occupation at the end of a negative half period is $1-x_+$. This is the starting value of the next positive half period. With $f=e^{-(a+b)h}$,

$$x_+=u+(1-x_+-u)f,$$

$$x_+=\frac{u(1-f)+f}{1+f}=0.963 .$$

For slow reversals $f\to0$ and $x_+\to u$: the vacancy reaches equilibrium in each half period. For fast reversals $f\to1$ and $x_+\to1/2$: it no longer follows the field.

## Why the budget rule is exact

Let $S(t)$ be the probability that no hop has occurred by time $t$. A hop in the next short interval $dt$ has probability $R(t)\,dt$, hence

$$S(t+dt)=S(t)[1-R(t)dt],\qquad \frac{dS}{dt}=-R(t)S .$$

With $S(0)=1$,

$$S(t)=e^{-H(t)},\qquad H(t)=\int_0^t R(t')\,dt' .$$

Now define the hop time by $H(t)=E$, where $P(E>y)=e^{-y}$. Since $H$ increases, the hop is later than $t$ when $E>H(t)$. That has probability $e^{-H(t)}$, which is the required survival. For a square wave $H$ is a sum of rate times duration, so the equation is solved without a time grid.

If a hop was scheduled under $R_{\rm old}$ and lies $\tau_{\rm old}$ beyond the reversal, the unspent budget is $R_{\rm old}\tau_{\rm old}$. The new residual wait is therefore

$$\tau_{\rm new}=\tau_{\rm old}\frac{R_{\rm old}}{R_{\rm new}} .$$

This holds until the next reversal, where the same step is repeated.

Redrawing works because

$$P(E>y+z\mid E>y)=\frac{e^{-(y+z)}}{e^{-y}}=e^{-z}.$$

After an amount $y$ has been spent, the remainder has the same distribution as a new budget.

It remains to choose the hop. Hop $m$ occurs in $dt$ with probability $S(t)k_m(t)dt$, and any hop occurs with probability $S(t)R(t)dt$. Their ratio is $k_m(t)/R(t)$. The hop must therefore be selected with the rates after the reversal if it happens after the reversal.

The general algorithm is:

1. Set the configuration, the field sign and a new budget $E$.
2. Compute all $k_m$, their sum $R$, and the time $t_r$ left to the reversal.
3. If $E<Rt_r$, advance by $E/R$, choose hop $m$ with probability $k_m/R$, execute it, and draw a new $E$.
4. Otherwise advance by $t_r$, replace $E$ by $E-Rt_r$, and reverse the field.
5. Return to step 2. Stop at the final time, without executing a hop that would fall beyond it.

Sampling error, floating-point rounding and the quality of the random numbers remain. For a smooth waveform the rule still holds, but $H(t)=E$ generally has to be solved numerically.

## Two interacting vacancies in a thin film

The larger example has 16 sites in a line, 0.28 nm apart, and two vacancies. They cannot share a site, leave the line, appear or disappear. The electrodes are represented by ideal image planes a distance $D=5.00$ nm apart, with each end site 0.40 nm from its plane. The relative permittivity is $\epsilon=30$.

With $q=2e$ and $K=q^2/(4\pi\epsilon_0\epsilon)$, a charge at $z'$ has images $+q$ at $z'+2nD$ and $-q$ at $-z'+2nD$, where $n$ is an integer. The pair energy on the line is

$$V=K\sum_n\left[\frac1{|z-z'-2nD|}-\frac1{|z+z'-2nD|}\right].$$

Set $d=|z-z'|/(2D)$ and $s=(z+z')/(2D)$. From the limit that defines the digamma function $\psi$,

$$\sum_{n=-N}^{N}\frac1{|n-x|}=2\ln N-\psi(x)-\psi(1-x)+o(1)$$

for $0<x<1$. The logarithms cancel, giving

$$V=\frac{K}{2D}[\psi(s)+\psi(1-s)-\psi(d)-\psi(1-d)] .$$

For the energy of one charge with its own images, omit the charge itself. The positive images contribute $2(\ln N+\gamma)/(2D)$, where $\gamma$ is Euler's constant. The negative ones subtract the sum above with $x=z/D$, divided by $2D$. The image potential is proportional to the charge, so building the charge up from zero gives a factor $1/2$:

$$S_{\rm im}(z)=\frac{K}{4D}\left[\psi\!\left(\frac zD\right)+\psi\!\left(1-\frac zD\right)+2\gamma\right].$$

Near a plate $\psi(x)\simeq-1/x$, so $S_{\rm im}\simeq-K/(4z)$, an attraction. The end site lies 0.093 eV below site 8. Two vacancies on sites 8 and 9 repel with 0.63 eV, so the interaction cannot be neglected here.

In a field $F$ the total energy is

$$U=S_{\rm im}(z_1)+S_{\rm im}(z_2)+V(z_1,z_2)-qF(z_1+z_2).$$

A hop that changes $U$ by $\Delta U$ is given the rate

$$k=\nu\exp\left[-\frac{E_b+\Delta U/2}{k_BT}\right].$$

The factor $1/2$ assumes that the saddle energy shifts by the mean of the shifts at the two end sites. For the uniform field this holds if the saddle lies halfway between them. For the image and pair energies, which do not vary linearly with position, it is a further approximation. It is roughest for vacancies on adjacent sites: when they separate by one step, using the pair energy at the midpoint would raise the rate by a factor of up to about nine. The reverse hop has $-\Delta U$, so forward over reverse is $e^{-\Delta U/k_BT}$, as detailed balance requires in constant field.

Take $E_b=0.60$ eV, $\nu=10$ THz, $T=300$ K and $|F|=2.0$ MV/cm, which is 0.20 V/nm. The field work per hop is $w=2\times0.20\times0.28=0.112$ eV. With $k_BT=0.02585$ eV, an isolated hop along the field is faster than the zero-field rate of $832.6\ \mathrm{s^{-1}}$ by $e^{0.112/(2\times0.02585)}=8.7$. This gives the rate $a$ used above; the inverse factor gives $b$.

## The master equation

Two vacancies on 16 sites have $16\times15/2=120$ configurations. In a time $dt$, configuration $i$ keeps the fraction $1-R_i\,dt$ of its probability and gains $k_{j\to i}p_j\,dt$ from each neighbour $j$. Thus

$$\frac{dp_i}{dt}=\sum_jk_{j\to i}p_j-R_ip_i,$$

or $\dot{\mathbf p}=W_\pm\mathbf p$ for the two field signs. Each matrix is constant during a half period, so one cycle is

$$M=A_-A_+,\qquad A_\pm=e^{W_\pm h}.$$

The positive half acts first and stands on the right. A separate stiff integration of the differential equations over the first cycle differed from this product by at most $5\times10^{-12}$ in any configuration probability.

Every configuration can reach every other, so all elements of $A_\pm$ are positive and $M$ has one normalized periodic state $\mathbf p^*$. Let $P$ reflect the line about its middle. Since $A_-=PA_+P$, we have $M=(PA_+)^2$. The vector $PA_+\mathbf p^*$ is also unchanged by $M$, and by uniqueness equals $\mathbf p^*$. Multiplying by $P$ gives $A_+\mathbf p^*=P\mathbf p^*$: the profiles at the two reversals are mirror images.

Deviations from $\mathbf p^*$ eventually decay by the second-largest eigenvalue modulus $|\lambda_2|$ per cycle. The relaxation number is

$$n_{\rm rel}=-\frac1{\ln|\lambda_2|}=-\frac1{\ln0.7201}=3.05\ \text{cycles},$$

or 3.05 ms at 1 kHz.

## Validation across reversals

The first check isolates the waiting time. With vacancies on sites 14 and 16, the total rates are $474.69\ \mathrm{s^{-1}}$ in positive field and $33\,958.95\ \mathrm{s^{-1}}$ in negative field. At 0.52061 ms, which is 0.02061 ms after the reversal,

$$H=474.69\times0.0005+33\,958.95\times0.00002061=0.937,$$

so $S=e^{-0.937}=0.392$. From 40,000 trajectories the carried budget gave 0.394 and the redrawn budget 0.387. The standard error is $\sqrt{0.392\times0.608/40\,000}=0.0024$, so both agree. The frozen rule gave 0.781, as expected from $e^{-474.69\times0.00052061}=0.781$.

The second check starts both vacancies near the bottom electrode, on sites 1 and 4, and runs ten cycles. The exclusion rule makes each site occupation a yes-or-no variable, with standard error $\sqrt{p(1-p)/N}$ for $N$ trajectories. Over all reversals and all sites with enough expected counts, the largest deviation from the master equation was 3.1 standard errors for carrying and 3.0 for redrawing. For the frozen rule it was 196.

At the end of the tenth cycle, site 3 has occupation 0.0300 in the master equation, 0.0298 with the carried budget and 0.1239 with the frozen rule. More trajectories would reduce the noise but leave this bias.

Site occupations alone could hide an error in the correlation between the vacancies. A chi-square comparison of the final joint distribution, with rare configurations pooled, gave probabilities of 0.07 for carrying and 0.95 for redrawing. Neither indicates a discrepancy at the five per cent level. The mean hop number, obtained by integrating $\sum_iR_ip_i$, is 88.62 for the two vacancies together; the simulations gave 88.58 and 88.52.

## What the cycling does

Average the mean displacement from the film centre over the two reversals of a cycle. Mirror symmetry makes this quantity zero in the periodic state. The initial configuration has a mean displacement of $-1.68$ nm; the cycle average is $-1.12$, $-0.32$ and $-0.06$ nm in cycles 1, 5 and 10. Between cycles 5 and 10 the eigenvalue predicts a factor $0.7201^5=0.194$, and the calculated ratio is $0.0627/0.3225=0.194$.

The number of vacancies in the central eight sites behaves differently. At the ends of cycles 1, 2, 5 and 10 it is 0.79, 0.80, 0.51 and 0.36, and its periodic value is 0.33. It rises from zero and then falls. In this model, cycling removes the initial asymmetry but does not leave the vacancies spread evenly. At the end of the tenth cycle, after a negative half period, the bottom site has occupation 0.87, and the other vacancy is most likely near the top. Which end is fuller depends on the last field sign: in the periodic state the profile is mirrored half a period later. Image attraction and mutual repulsion both favour having one vacancy near each plate; their separate contributions were not calculated.

At rest, with all else fixed, relaxation takes 17.5 ms. The fast-reversal limit accounts for most of the acceleration. For small $h$,

$$M=1+(W_++W_-)h+O(h^2),$$

so the evolution is governed by the mean generator $(W_++W_-)/2$. The field multiplies each zero-field hop rate by $e^{w/2k_BT}$ for one sign and $e^{-w/2k_BT}$ for the other. Their mean is the same for every hop:

$$\frac{W_++W_-}{2}=W_0\cosh\frac{w}{2k_BT}.$$

The factor is a hyperbolic cosine and equals $(7264.4+95.43)/(2\times832.6)=4.42$. The limit therefore predicts $17.5/4.42=3.96$ ms, against 3.05 ms at 1 kHz. The difference comes from the finite half period, in which several hops occur. The limit requires reversals fast compared with waiting times but slow compared with an individual jump.

## Comparison with a real capacitor

The film thickness, field and frequency are in the range used for hafnium-zirconium oxide capacitors. The barrier, attempt frequency and permittivity are rough assumed values, and a bulk permittivity is not reliable for vacancies only one or two sites apart. Wake-up in such devices often takes thousands of cycles or more, far above the three found here. Raising the barrier to 0.65 eV changes the result to 27 cycles. The fast-reversal estimate is $3.96\,e^{0.05/0.02585}=27.4$ cycles; the same formula reaches 1000 cycles at about 0.74 eV. This shows the sensitivity to the barrier and does not determine its value in a real film. The factor 4.42 does not depend on the barrier, so a barrier that gives 1000 cycles at 1 kHz would let the initial asymmetry relax in about 4.4 s with no field applied. A real capacitor keeps its pristine state until it is cycled, so adjusting the barrier alone does not turn this model into a description of wake-up. Polarization switching, electron trapping and vacancy creation are absent, so the model describes only the redistribution of existing vacancies. It does not show that this redistribution causes wake-up, and it cannot predict fatigue or breakdown. The applied field is half of a rough 4 MV/cm breakdown field.

Real films also break the assumption of a uniform applied field. Let non-ferroelectric interface layers have total thickness $\ell$ and the same permittivity, and let the film carry polarization $P_f$. Continuity of displacement gives $F_\ell=F_f+P_f/(\epsilon_0\epsilon)$. Inserting this in $F_f(D-\ell)+F_\ell\ell=FD$ gives

$$F_f=F-\frac{P_f\ell}{\epsilon_0\epsilon D}.$$

For $\ell=0.52$ nm and an unscreened $P_f=20\ \mu\mathrm{C/cm^2}$, the reduction is 0.78 MV/cm. If it opposes the applied field throughout each half period, relaxation lengthens from 3.0 to 8.2 cycles. The same equations give a field of 8.7 MV/cm in the interface layers, about twice the rough breakdown field, so the unscreened case is an extreme estimate and not a realistic operating condition. Trapped interface charge that compensates the polarization would reduce both this field and the correction.

With the barrier held fixed, charge $+e$ gives 15 cycles. At 358 K the memory of the start disappears within one cycle. The printed 0.028 cycles corresponds to a multiplier near $3\times10^{-16}$, which is rounding error. Removing the stationary mode before taking the eigenvalues gives a multiplier near $1\times10^{-25}$, or 0.017 cycles.

The remaining estimates are smaller. One neighbouring vacancy 2 nm to the side changes a hop energy by up to 0.009 eV, or a rate by up to about 18 per cent; several neighbours could add. For tunnelling, thermally averaging the transmission of an inverted parabola gives $(\theta/2)/\sin(\theta/2)\simeq1+\theta^2/24$. With $\theta=2\pi\hbar\nu/k_BT$, taking the barrier frequency equal to $\nu$, the rate rises by about 11 per cent. At the hop rate averaged over the ten cycles, a field edge lasting 1 $\mu$s would contain 0.009 hops. The mean rate just after a reversal is higher and gives up to 0.016 hops. Both are small, which supports treating the edge as instantaneous at this temperature and barrier. The full set of occupations is in the numerical output.

## Table of computed values

```
film 5.00 nm; 16 sites; spacing 0.28 nm
image-plane setback 0.40 nm; permittivity 30
charge +2 e; barrier 0.60 eV; T 300 K
attempt frequency 10 THz; field 2.0 MV/cm
period 1.0 ms; cycles 10; walkers 40000
start sites 1 and 4; states 120
thermal energy 0.02585 eV; field work/hop 0.1120 eV
isolated-hop rate: zero field 832.6 /s
isolated-hop rate: along field 7264.4 /s
isolated-hop rate: against 95.43 /s
image well, end site minus site 8: -0.0934 eV
pair energy at sites 8,9: 0.6325 eV
master-equation solver difference 4.8e-12
site, z (nm): occupation master / carry / redraw / frozen
 1, 0.40: 0.8736 / 0.8736 / 0.8716 / 0.8084
 2, 0.68: 0.0205 / 0.0205 / 0.0208 / 0.0288
 3, 0.96: 0.0300 / 0.0298 / 0.0307 / 0.1239
 4, 1.24: 0.0323 / 0.0335 / 0.0334 / 0.0933
 5, 1.52: 0.0312 / 0.0301 / 0.0310 / 0.0725
 6, 1.80: 0.0304 / 0.0312 / 0.0299 / 0.0704
 7, 2.08: 0.0309 / 0.0303 / 0.0307 / 0.0706
 8, 2.36: 0.0328 / 0.0321 / 0.0323 / 0.0684
 9, 2.64: 0.0369 / 0.0352 / 0.0361 / 0.0607
10, 2.92: 0.0454 / 0.0439 / 0.0443 / 0.0532
11, 3.20: 0.0612 / 0.0636 / 0.0597 / 0.0500
12, 3.48: 0.0867 / 0.0862 / 0.0864 / 0.0504
13, 3.76: 0.1204 / 0.1219 / 0.1213 / 0.0599
14, 4.04: 0.1546 / 0.1556 / 0.1553 / 0.0738
15, 4.32: 0.1819 / 0.1838 / 0.1814 / 0.0951
16, 4.60: 0.2314 / 0.2288 / 0.2351 / 0.2207
largest deviation (standard errors): carry 3.06, redraw 3.00, frozen 196.28
joint-distribution p-value: carry 0.069, redraw 0.949
mean hops: master 88.618, carry 88.577, redraw 88.520
first-hop test: sites 14,16; time 0.52061 ms
first-hop total rates: + 474.69, - 33958.95 /s
survival: theory 0.3917, carry 0.3939, redraw 0.3870, frozen 0.7813
cycle 1: central number master 0.7856, KMC 0.7816; shift -1.1175 nm
cycle 2: central number master 0.7951, KMC 0.7942; shift -0.8328 nm
cycle 5: central number master 0.5110, KMC 0.5096; shift -0.3225 nm
cycle 10: central number master 0.3554, KMC 0.3524; shift -0.0627 nm
initial mean shift -1.6800 nm
periodic central number 0.3282
second multiplier 0.72009; relaxation 3.045 cycles
zero field, same time: central number 0.8462; relaxation 17.507 periods
interface layers 0.52 nm total; polarization 20 uC/cm2
depolarizing field 0.783 MV/cm
reduced field: central number 0.5460; relaxation 8.169 cycles
barrier 0.65 eV: central number 0.9199; relaxation 27.033 cycles
temperature 358 K: central number 0.0213; relaxation 0.028 cycles
charge +1 e: central number 0.8113; relaxation 15.165 cycles
one neighbour at 2.0 nm: up to 0.0087 eV/hop
tunnelling estimate: rate factor 1.107
mean hops in a 1 us edge: 0.00886
field / rough breakdown field (4 MV/cm): 0.50
```
